Translational invariance in diatomic X2C gradients and pVp operator-centre derivatives

**Question**

I am writing nuclear gradients for the spin-free one-electron X2C Hamiltonian and have restricted myself to a diatomic AB. The trouble is the pVp matrix

W_μν = ∫ ∇χ_μ · V ∇χ_ν d³r,  V = −Z_A/|r−A| − Z_B/|r−B|.

When nucleus A moves, the functions on A move, and so does the Coulomb centre inside V. I have integrals in which a basis function carries one more derivative, but none in which the operator is differentiated. I was told that translational invariance supplies the missing piece.

I tried to see this numerically. I differentiated only the basis functions, computed the W contribution to the gradient on A and on B, and added the two. For a homonuclear test case the sum was zero, yet the gradient disagreed with finite differences of the energy. For a heteronuclear case the sum was not even zero.

Which contributions have to cancel between the atoms? Does this survive the X2C transformation, where X and the renormalisation matrix also depend on geometry? And how do I get rid of the operator derivative?

**Answer**

What cancels is the complete derivative of each matrix, with basis functions and operator centre both moved. Your sum left out the operator, so it had no reason to vanish. Its vanishing in the homonuclear case comes from a different symmetry, treated below.

I use atomic units, point nuclei and no external field. The basis functions are real Gaussians attached to the nuclei, with fixed exponents, contraction and orientation.

**One integral, three centres**

Split W by nucleus, W = W^A + W^B, with

W^C_μν = ∫ ∇χ_μ · V_C ∇χ_ν d³r,  V_C = −Z_C/|r−C|.

This integral depends on three points: the centre R_μ of the first function, the centre R_ν of the second, and C. Shift all three by the same vector t. The integrand at r becomes the old integrand at r−t, and the substitution r → r+t restores the old integral. The value therefore does not depend on t. Differentiating with respect to t at t = 0 gives

(∂/∂R_μ + ∂/∂R_ν + ∂/∂C) W^C_μν = 0.  (1)

The singularity of V_C causes no difficulty. With r = C+u the Coulomb factor is −Z_C/|u|, which is integrable and independent of C, and the dependence on C sits in the smooth Gaussians.

A Gaussian depends on r−R_μ, so a derivative with respect to its centre is minus the derivative with respect to the electron coordinate:

∂χ_μ/∂R_μ = −∂χ_μ.

Here ∂ without a denominator is one Cartesian component of the electronic gradient; its index is suppressed. Define

G^C_μν = ∫ (∂∇χ_μ) · V_C ∇χ_ν d³r.

The dot joins the two ∇ vectors, and ∂ is the additional derivative. Note that G^C contains the factor −Z_C. The first two terms of (1) are then

∂W^C_μν/∂R_μ = −G^C_μν,
∂W^C_μν/∂R_ν = −∫ ∇χ_μ · V_C (∂∇χ_ν) d³r = −G^C_νμ.

The last equality holds because the functions are real and V_C is multiplicative, so the two factors may be exchanged. Equation (1) now yields the derivative you lack:

∂W^C/∂C = G^C + (G^C)ᵀ.  (2)

**The derivative with respect to nucleus A**

Let P_A be the diagonal matrix with 1 for functions on A and 0 for functions on B, and let P_B = 1 − P_A. Multiplying from the left by P_A keeps the rows that belong to A.

Moving nucleus A does two things. The functions on A move in both W^A and W^B, which gives the basis part

−P_A(G^A + G^B) + transpose.

The Coulomb centre of W^A moves as well, which by (2) gives the operator part

G^A + transpose.

In both lines "+ transpose" means that the transpose of the whole preceding expression is added. Add the parts and use G^A − P_A G^A = P_B G^A:

dW/dA = P_B G^A − P_A G^B + transpose.  (3)

Written by blocks, this is

μ and ν on A: −G^B_μν − G^B_νμ
μ on A, ν on B: −G^B_μν + G^A_νμ
μ and ν on B: G^A_μν + G^A_νμ

The operator is no longer differentiated. Integrals with both functions and the Coulomb centre on the same atom have also dropped out, as they should: such an integral moves as a rigid unit and cannot change. The first block has a simple reading. By (2) it equals −∂W^B/∂B, so carrying two functions on A towards a fixed charge B is the same as carrying the charge towards the functions.

Exchanging the labels A and B in (3) gives

dW/dB = P_A G^B − P_B G^A + transpose = −dW/dA.  (4)

There is a trap here if you want to verify the invariance. Once the operator derivative has been eliminated, (4) is built into the formula. Adding the two results of (3) then tests nothing about the integrals. A real verification needs the operator part from an independent source, such as finite differences in which the Coulomb centre alone is displaced.

**The other three matrices**

The nuclear attraction matrix V_μν = ∫ χ_μ V χ_ν d³r obeys the same rule. Replace G^C by g^C_μν = ∫ (∂χ_μ) V_C χ_ν d³r, and every step above carries over.

The overlap has no operator centre. With s_μν = ∫ (∂χ_μ) χ_ν d³r,

dS/dA = −P_A s + transpose,  dS/dB = −P_B s + transpose.

Their sum is

−(s + sᵀ)_μν = −∫ ∂(χ_μ χ_ν) d³r = 0,

because the product vanishes at infinity. For the kinetic matrix T_μν = ½∫ ∇χ_μ·∇χ_ν d³r the sum is −½∫ ∂(∇χ_μ·∇χ_ν) d³r, which vanishes for the same reason. So for each M among S, T, V and W,

dM/dA + dM/dB = 0.  (5)

**Through the X2C transformation**

To see that X and the renormalisation do no harm, one has to see what they depend on. Start from the Dirac equation with the rest energy subtracted:

V ψ_L + c σ·p ψ_S = E ψ_L,
c σ·p ψ_L + (V − 2c²) ψ_S = E ψ_S.

Write ψ_S = (σ·p/2c)φ and multiply the second equation from the left by σ·p/2c. Since (σ·p)² = p² = 2T, the factors become c(σ·p)²/2c = T, 2c²(σ·p)²/4c² = T and (σ·p)²/4c² = T/2c². Keep only the spin-free part p·Vp of σ·p V σ·p; its matrix is W. Expanding ψ_L and φ in the same basis, with coefficients a and b, gives

V a + T b = E S a,
T a + (W/4c² − T) b = E (T/2c²) b.  (6)

Collect the vectors a and b of all positive-energy solutions as columns of matrices A₊ and B₊. "Positive" refers to the total energy E + c²: these are the electronic solutions, and their bound states have E < 0. The matrix X = B₊A₊⁻¹ turns each such a into its b. Put b = Xa in (6), multiply the second line by Xᵀ, and add it to the first. The result is L a = E S̃ a, with

L = V + XᵀT + TX + Xᵀ(W/4c² − T)X,
S̃ = S + XᵀTX/2c².

To return to the ordinary metric S, set a = Ry with RᵀS̃R = S. One choice is

R = S^(−1/2) K^(−1/2) S^(1/2),  K = S^(−1/2) S̃ S^(−1/2).

It meets the condition, since RᵀS̃R = S^(1/2) K^(−1/2) K K^(−1/2) S^(1/2) = S. The X2C matrix is then h = RᵀLR, and h y = E S y.

Every ingredient has been built from S, T, V and W, with no further reference to the nuclear positions. Mixing the positive-energy vectors by an invertible matrix U leaves X unchanged, because (B₊U)(A₊U)⁻¹ = B₊A₊⁻¹. So h is a function F(S, T, V, W). It is differentiable as long as the basis is linearly independent, A₊ is invertible, and a gap separates the positive from the negative energies. The chain rule reads

dh/dA = F_S[dS/dA] + F_T[dT/dA] + F_V[dV/dA] + F_W[dW/dA],  (7)

where F_S[·] and the others are linear maps that contain the responses of X and R. Linearity and (5) give F_W[dW/dA] + F_W[dW/dB] = 0, and likewise for the other three. The contributions therefore cancel matrix by matrix, and dh/dA + dh/dB = 0.

In a Hartree–Fock calculation with untransformed electron repulsion, the gradient is

dE/dA = tr(D dh/dA) + E₂^(A) − tr(Q dS/dA) + dV_nn/dA.

D is the density matrix and Q the energy-weighted density matrix, which comes from keeping the orbitals orthonormal. E₂^(A) contains the differentiated two-electron integrals at fixed D, and V_nn is the nuclear repulsion. The first and third terms cancel between the atoms by what was just shown. The second does so because a common shift of all four functions leaves a repulsion integral unchanged, and the fourth because V_nn depends on B−A alone.

As c → ∞, the second line of (6) becomes Ta = Tb. Then X = 1, S̃ = S and h = V + T, and W disappears from the gradient.

**A case simple enough to take apart**

For one electron the gradient can be written without the response of X. Write (6) as Hv = EMv, where v contains a and b, normalised by

vᵀMv = aᵀSa + bᵀTb/2c² = 1.

Differentiate the equation and multiply by vᵀ from the left. The term with dv vanishes because vᵀ(H − EM) = 0, leaving dE = vᵀ(dH − E dM)v for a non-degenerate state. Sorted by matrix, the four contributions are

S term: −E aᵀ dS a
T term: 2aᵀ dT b − bᵀ dT b − (E/2c²) bᵀ dT b
V term: aᵀ dV a
W term: bᵀ dW b/4c²

Take model charges Z_A = 40 at the origin and Z_B = 30 at z = 0.1 bohr. They are unequal on purpose. Each centre carries normalised primitive s functions with exponents 60, 180, 540, 1620, 4860 and 14580 bohr⁻², and p functions with exponents 60, 180 and 540 bohr⁻². That makes 6 + 3×3 = 15 functions per centre. The basis is small, so the numbers below describe this matrix model and not a converged energy. The speed of light is c = 137.036.

First, one matrix element. Let χ_μ be the s function with exponent 540 on A and χ_ν its counterpart on B. The AB block of (3), for a displacement along z, gives

G^A_νμ = 1.60112×10⁶ hartree/bohr³
−G^B_μν = 1.20084×10⁶ hartree/bohr³
dW_μν/dA_z = 2.80196×10⁶ hartree/bohr³

The two terms stand in the ratio 40:30, and this can be understood. Reflection in the plane midway between the centres exchanges the two equal functions and the two centres, and it reverses ∂/∂z. Hence −G^B_μν = (Z_B/Z_A) G^A_νμ. A five-point difference quotient of W_μν itself, with nucleus A and its functions displaced in steps of 10⁻⁴ bohr, also gives 2.80196×10⁶.

Next, the W term of the energy gradient. Diagonalising (6) gives the lowest positive-energy state at E = −1129.09 hartree. I keep its vector b fixed and differentiate W by five-point differences, once with only the basis functions of an atom displaced and once with only its Coulomb centre displaced. The operator part thus makes no use of translational invariance. In hartree/bohr, along z:

On A: −130.39 (basis) + 52.46 (operator) = −77.93
On B: 25.77 (basis) + 52.16 (operator) = 77.93

The basis parts add up to −130.39 + 25.77 = −104.62, which is your non-zero heteronuclear sum. The operator parts add up to 52.46 + 52.16 = 104.62. The cancellation appears when both are present.

The complete gradient on A, in hartree/bohr, is

S term: 2536.68
T term: 672.88
V term: −6719.79
W term: −77.93
sum: −3588.16

On B each entry has the opposite sign. Five-point differences of the lowest eigenvalue of h give −3588.16 on A and 3588.16 on B. The negative sign on A means that moving A towards B lowers the electronic energy. Nuclear repulsion is not included; it would add Z_A Z_B/R² = 1200/0.01 = 1.2×10⁵ hartree/bohr on A, so this model molecule is held together by hand.

The W term is about 2% of the total. That is not the size of the relativistic effect on the gradient, because a, b and E in the other three terms also differ from their non-relativistic values.

**Why your homonuclear test said nothing**

Set both charges to 40 and keep the basis. The same splitting for the lowest state gives, in hartree/bohr,

basis part: −128.78 on A, 128.78 on B
operator part: 23.38 on A, −23.38 on B

Now the basis parts cancel by themselves. The reason is inversion through the bond midpoint. It exchanges the atoms, reverses every displacement, and changes a non-degenerate state by at most a sign, which drops out of a quadratic expression. Whatever part you calculate on A therefore returns with opposite sign on B, whether or not it is complete. The correct W term on A is −128.781 + 23.375 = −105.41 hartree/bohr. Without the operator part you would have −128.78, too large in magnitude by 22% of the correct value, with a perfect zero for the sum.

**What the sum rule can and cannot tell you**

A non-zero sum in a free molecule shows that something is missing or inconsistent. A zero sum does not show that the gradient is right, even in a heteronuclear molecule. Any linear map applied in the same way to dM/dA and dM/dB preserves the cancellation. A wrong prefactor in place of 1/4c² passes, and so does leaving out the whole W term.

Freezing X passes too. With X held at its value for the reference geometry, h is still a function of the same four matrices, only a different one, so its derivatives on A and B still cancel. For the charges 40 and 30, five-point differences show that freezing X changes dh/dA_z by up to 0.8% of the largest element of that matrix. The gradient of a one-electron eigenvalue does not feel this. With X frozen, E is the stationary value of vᵀHv/vᵀMv over vectors v = (a, Xa). At the reference geometry this set contains the exact eigenvector, for which vᵀ(H − EM) = 0, so the term with dv drops out as before and dE = vᵀ(dH − E dM)v is unchanged. Since also dE = yᵀ(dh − E dS)y for yᵀSy = 1, the error in dh has vanishing diagonal elements in the eigenvectors y of h and sits in the off-diagonal ones. With electron repulsion the occupied orbitals are not eigenvectors of h, so tr(D dh/dA) picks up these off-diagonal elements, and an exact gradient needs the response of X. The error from freezing X enters only through the off-diagonal elements of D in the eigenvectors y. The relative error in the gradient can therefore lie far below the 0.8% seen in dh. In Hartree–Fock calculations on this model it is about 3×10⁻⁶ of the electronic gradient with two electrons and 7×10⁻⁶ with four. The insensitivity is not confined to highly charged systems: for neutral HCl at 2.6 bohr in an uncontracted cc-pVDZ basis, freezing X changes dh by 0.3% of its largest element but the gradient by only about 2×10⁻⁸ hartree/bohr, out of 0.053.

For your program, I would therefore proceed in this order:

1. Compute G^A and G^B and assemble dW/dA from (3). Do the same for V.
2. Compare dW/dA with a difference quotient of W in a heteronuclear case. This can reveal a wrong sign or a missing transpose.
3. Compare dh/dA with a difference quotient of h, and the final gradient with a difference quotient of the energy in a calculation with electron repulsion. This can reveal errors in the response of X and R, which the sum rule lets through. For X the comparison of dh/dA is the sensitive one; in the examples above the energy gradient shows a missing response of X only under a very tight tolerance, for highly charged and neutral molecules alike. A one-electron energy gradient cannot reveal a missing response of X.
4. After that, calculate the gradient on A and take its negative for B.

**Where the argument stops**

The derivation needs everything in the integral to move together. Suppose V also contains a fixed external charge at a point D (in this section D is a position, not the density matrix). Equation (1) holds for W^D as well, but D does not follow the molecule, and

dW^D/dA + dW^D/dB = −∂W^D/∂D = −(G^D + transpose).

The sum over the two atoms is then minus the derivative with respect to the external charge, and in general it is not zero. Similarly, if the integrals are evaluated on a grid fixed in space, the substitution r → r+t does not map the grid onto itself, and the sum over the two atoms equals the derivative of the quadrature error with respect to a rigid shift of the molecule, which in general is not zero.

With more than two atoms, (2) is unchanged, and the steps that led to (3) give

dW/dA = (1 − P_A) G^A − P_A Σ_(C≠A) G^C + transpose.

The operator derivative is eliminated as before. What is special to the diatomic is (4): with only two atoms, the gradient on one fixes the gradient on the other.
